Dugdale Process Zone and Pore Size in a Low-k Dielectric

**A crack whose stress is capped**

Take a long crack in a flat elastic body, pulled open at right angles to its plane. At a distance r ahead of an ideal sharp tip, the normal stress on the crack line is

T(r) = K/√(2πr).

The stress intensity factor K measures how strongly the tip is loaded; the crack advances when K reaches the toughness of the material. Here that value is K = 0.22 MPa√m. The formula diverges at r = 0, but no material carries unlimited stress. Suppose that this one carries at most the cohesive strength S = 1 GPa. The elastic stress reaches S at a distance r₁ given by

K/√(2πr₁) = S, so r₁ = K²/(2πS²).

With (K/S)² = 48.40 nm this is 7.7 nm. Capping the stress at S over that distance would discard part of the force that the elastic field carries. Per unit thickness, the elastic force between 0 and r₁ is

∫₀^{r₁} K/√(2πr) dr = 2K√r₁/√(2π) = 2Sr₁,

where the last step uses K = S√(2πr₁). A strip at stress S needs the length 2r₁ to carry this force:

L_estimate = 2r₁ = (1/π)(K/S)² ≈ 15.4 nm.

Pores in porous organosilicate films are roughly 1 to 3 nm across, so the estimated strip is longer than a pore. The estimate keeps the force but does not solve for the elastic field that surrounds the strip. The solution below changes the factor 1/π to π/8.

**The model**

The body is homogeneous, isotropic and linear elastic, in plane strain, with modulus E' = E/(1−ν²). All inelastic behaviour is placed in a strip of zero thickness on the crack line. Its faces attract each other with constant traction S until their separation reaches a critical value δc, where the traction drops to zero. This is the Dugdale model.

Let s be the distance behind the leading end of the strip and r the distance ahead of it. The strip occupies 0 < s < L, and the traction-free crack occupies s > L. For now L is small against crack length, film thickness and every other length of the body. Tension is positive, and δ(s) is the separation of the faces.

An opening that varies along a line is a distribution of edge dislocations. One dislocation of strength b produces the normal stress E'b/(4πx) at distance x on this line. This is the standard elastic result μb/[2π(1−ν)x], rewritten with μ = E/[2(1+ν)]. With b = δ'(s)ds, the stress on the line follows from the function

F(z) = (E'/4π) ∫₀^∞ δ'(s)/(s+z) ds.

Ahead of the strip, z = r and F is the normal stress itself. On the upper side of the cut, z = −s₀ + i0, and

1/(s−s₀+i0) = PV 1/(s−s₀) − iπ δ_D(s−s₀),

where PV denotes the principal value and δ_D the Dirac function. Therefore

F(−s₀+i0) = T(s₀) − i(E'/4)δ'(s₀).

The real part of F is the stress and its imaginary part gives the slope of the opening. The problem is now to find a function, analytic away from the cut, whose real part is S on the strip and zero on the free faces.

**Solving for the stress**

Put w = √z, with Re w > 0. The plane without the cut becomes the right half-plane, and the two crack faces become the imaginary axis, w = ±i√s. On that axis Re F equals S for |Im w| < √L and zero elsewhere.

The stress must be finite at the leading end, and the crack-tip field decays far away. A bounded harmonic function with these boundary values is unique. It is S/π times the angle under which the segment from −i√L to i√L is seen from w, because that angle is harmonic, equals π on the segment and vanishes on the rest of the axis. At the point w = √r the angle is 2 arctan√(L/r), so

T(r) = (2S/π) arctan√(L/r).

The stress starts at S, since arctan tends to π/2 at small r, and falls steadily with distance. The fall is steepest at the start: close to the strip T ≈ S[1 − (2/π)√(r/L)], whose slope is infinite at r = 0 although the stress itself is finite. Finiteness is a physical condition: one could add a multiple of 1/√z to F without changing the tractions on the faces, but this would restore the infinite stress that the strip is meant to remove.

For r much larger than L, arctan x = x − x³/3 + … gives

T(r) = (2S/π)√(L/r) [1 − L/(3r) + …].

The leading term must be the crack-tip field K/√(2πr). Equating coefficients,

K = (2S/π)√(2πL) = S√(8L/π),

because (4/π²)(2π) = 8/π. Squaring and solving for L,

L = (π/8)(K/S)².

The coefficient is 0.3927, and

L = 0.3927 × 48.40 nm = 19.01 nm,

or about 19 nm. The force estimate was 19% below this value. It had the correct dependence on K and S. Dimensional analysis gives the same dependence once the modulus is known to drop out, as it does here because the tractions on the crack line are prescribed: (K/S)² is then the only length that can be formed.

**Opening and fracture energy**

The subtended angle is the imaginary part of a logarithm, so the full function is

F = (S/iπ) ln[(w+i√L)/(w−i√L)].

On the upper face w = i√s. Comparing Im F with −(E'/4)δ' gives

δ'(s) = (4S/πE') ln|(√L+√s)/(√L−√s)|.

Inserting this slope into the dislocation integral and evaluating it numerically tests the solution. At √(s/L) = 0.3, inside the strip, the stress is 1.000000 S; at √(s/L) = 1.5, on the free face, it is zero to the six printed decimals. At r = 10⁴L the same integral returns K = 0.21999 MPa√m, in agreement with the prescribed value and the small correction L/(3r).

The opening at the rear of the strip is the integral of δ' from 0 to L. With s = Lv² and ds = 2Lv dv,

δc = (8SL/πE') ∫₀¹ v ln[(1+v)/(1−v)] dv.

Integrate by parts, taking (v²−1)/2 as the antiderivative of v. The boundary terms vanish at both ends. The derivative of the logarithm is 2/(1−v²), so what remains is

−∫₀¹ [(v²−1)/2][2/(1−v²)] dv = ∫₀¹ dv = 1.

Hence

δc = 8SL/(πE') = K²/(E'S).

The work done against the constant traction, per unit area of new crack, is

G = Sδc = K²/E'.

This is the usual relation between energy release and stress intensity, so the strip absorbs all the energy that the elastic body releases.

For the example take the rough values E = 10 GPa and ν = 0.25. Then E' = 10/(1−0.0625) = 10.667 GPa, and

G = (0.22×10⁶ Pa√m)²/(10.667×10⁹ Pa) = 4.54 J/m²,

δc = (4.54 J/m²)/(10⁹ Pa) = 4.54 nm.

The modulus cancels from L when K and S are given, but it determines the opening.

**Comparison with the pores**

The zone is 19, 9.5 and 6.3 times as long as pores of 1, 2 and 3 nm diameter. The ordering depends on the strength. At fixed K, setting L equal to a pore diameter d gives the threshold

S_d = K√[π/(8d)].

It is 4.4 GPa for 1 nm, 3.1 GPa for 2 nm and 2.5 GPa for 3 nm. Above the threshold the Dugdale length is shorter than the pore. These thresholds are formal values of the constant-traction model. They amount to 0.41, 0.29 and 0.24 of E', and the opening there is 1.0, 0.74 and 0.60 of the zone length, since δc/L = 8S/(πE'). Small-strain linear elasticity does not hold at such strengths, and a traction that fades would raise the thresholds further. Because L varies as 1/S², a factor of two in the assumed strength changes the length by a factor of four.

A zone longer than a pore need not be long enough for the porous solid to be treated as uniform. Consider pores of diameter d on a simple cubic lattice of spacing b, with porosity p = 0.25. One sphere per cell gives

p = (πd³/6)/b³, so b = d[π/(6p)]^{1/3}.

For d = 2 nm, b = 2.56 nm, and the zone spans 7.4 spacings. A continuum description averages over only a few pores here. It can supply a length scale, but it does not resolve the stress in individual pore walls. In this description S is the average traction over pores and walls together.

**A crack of finite length**

The limit above requires a crack much longer than L. A second case shows the size of the error. Let the traction-free crack occupy |x| < a in a large body under remote tension p₀, with strips on a < |x| < c at both ends. Let F again be the function whose real part is the normal stress on the line. It now tends to p₀ at infinity.

The map z = (c/2)(w+1/w) takes the region outside the crack to |w| > 1. On the unit circle x = c cos ψ. The value of a bounded harmonic function at infinity is its average over the circle. The real part is S on four arcs of angle θ, where cos θ = a/c, and zero on the rest, so

p₀ = S(4θ/2π) = (2S/π) arccos(a/c).

For the opening, use F'(z). The stress is constant on each part of the crack line, so F' is imaginary on the faces, with opposite signs on the two sides. The factor √(z²−c²) behaves in the same way, and the product of the two has no jump. The steps in stress at x = ±a give simple poles. Since the crack is closed at both ends, its net dislocation content is zero; thus F − p₀ falls as 1/z² and F' as 1/z³. These properties leave

F'(z) = A/[(z²−a²)√(z²−c²)],

with A constant. On the upper face √(z²−c²) = i√(c²−x²). Passing above the pole at x = a from left to right changes ln(z−a) by −iπ, and the stress must rise by S:

S = −πA/[2a√(c²−a²)], so A = −2aS√(c²−a²)/π.

Here x increases towards the right-hand end, opposite to s, so Im F = +(E'/4)dδ/dx. Differentiating once more,

d²δ/dx² = 8aS√(c²−a²)/[πE'(x²−a²)√(c²−x²)].

Both δ and its slope vanish at x = c. Two integrations by parts therefore give δ(a) = ∫ₐᶜ (x−a)(d²δ/dx²)dx. The factor x−a cancels the pole:

δ(a) = [8aS√(c²−a²)/(πE')] ∫ₐᶜ dx/[(x+a)√(c²−x²)].

Put x = c cos ψ and t = tan(ψ/2). The integral becomes

∫₀^q 2dt/[(c+a)−(c−a)t²], with q = √[(c−a)/(c+a)].

The upper limit follows from tan²(θ/2) = (1−cos θ)/(1+cos θ). The integral equals

[1/√(c²−a²)] ln[(1+q²)/(1−q²)] = [1/√(c²−a²)] ln(c/a).

Thus

δ(a) = (8aS/πE') ln(c/a).

At fracture this opening equals the same material constant δc = 8SL/(πE'), where L still denotes the long-crack length. Hence ln(c/a) = L/a, and the strip length is

c − a = a[exp(L/a)−1] = L + L²/(2a) + ….

The long-crack result returns when a is much larger than L. For a = 100 nm the strip is 20.9 nm long, 10% more than the limit. The remote stress at failure is 0.380 GPa, about 3% below the sharp-crack value K/√(πa) = 0.393 GPa.

**A traction that fades**

Constant traction followed by a sudden drop is an assumption. Suppose instead that the traction σ(s) is S at the leading end and does not increase towards the rear, where it reaches zero at s = L_f. Such a profile is a stack of uniform strips of different lengths ℓ, with strengths −σ'(ℓ)dℓ that add up to S. The elastic problem is linear, so their stress intensities add:

K = ∫₀^{L_f} [−σ'(ℓ)] √(8ℓ/π) dℓ ≤ S√(8L_f/π).

The inequality holds because no strip is longer than L_f. Therefore

L_f ≥ (π/8)(K/S)².

Within this small-zone model, at given K and peak traction S, the Dugdale length is the shortest possible for a traction that does not increase from front to rear.

For linear softening, σ = S(1−δ/δf), the opening must be found together with the traction. Integrating the slope for one uniform strip of length ℓ by parts gives an opening of 4/(πE') times its strength times

g(s,ℓ) = 2√(sℓ) − (ℓ−s) ln|(√ℓ+√s)/(√ℓ−√s)|.

Adding the strips gives

δ(s) = (4/πE') ∫₀^{L_f} [−σ'(ℓ)] g(s,ℓ) dℓ.

This equation and the softening law determine σ and L_f. The numerical solution is

L_f = 0.731 (K/S)² = 35.4 nm,

which is 1.86 times the Dugdale length. As a test, K² was computed from the traction profile and divided by E' times the area under the softening law, Sδf/2. The ratio is 1.00001. At the same K and S, the change from constant traction to linear softening lengthens the zone by 86%, against 10% for the finite crack with a = 100 nm.

**Meaning for a real film**

The modulus, porosity and pore sizes used here are rough values for a porous organosilicate interlayer dielectric. The fracture energy of 4.5 J/m² is of the few-J/m² order expected for such films. The cohesive strength is an assumed input. Because L varies as K²/S², a small relative error in the strength changes L by as much as an equal relative error in the toughness. The environment can matter too: water can assist bond rupture and let a crack grow at a lower driving energy. If that energy is halved at fixed S and E', K² is halved and the zone shrinks to 9.5 nm, still longer than a 3 nm pore. The factor of one half is illustrative.

In a film 200 nm thick, a crack at mid-height has boundaries 100 nm away. The zone is 0.19 of that distance, so the neighbouring layers can alter the field noticeably. This ratio is not itself a correction to L. One extreme case shows the possible size. With rigid layers bonded at distance H = 100 nm on both sides, the film far ahead of a long crack carries a uniform stress σ∞ with G = σ∞²H/M, where M = E(1−ν)/[(1+ν)(1−2ν)] = 12 GPa. This gives σ∞ = 0.74 GPa, or 0.74 S, so the small-zone limit is not well met. Solving the strip model in that geometry gives a zone of about 25 nm, some 30% longer. Real neighbouring layers are not rigid and need their own layered calculation. A crack along an interface would also need the interface toughness and a treatment of shear.

Linear elasticity is strained as well. The strain scale S/E' is 0.094, and the opening is 0.24 of the zone length. Neither is very small, so the second digit of 19 nm is a property of the model and not a prediction for the film.

The strongest caution concerns the opening. A separation of 4.5 nm exceeds the 2.56 nm pore spacing and is far beyond the stretch of a single chemical bond, which is a few tenths of a nanometre. A traction of 1 GPa could persist over such a distance only if ligaments were drawn out or some other extended process bridged the faces. If the faces instead lost contact at 0.5 nm, with all of G still spent in the strip, the traction would have to be

S = G/δc = 4.54/0.5 ≈ 9.1 GPa,

and the formula would give L ≈ 0.23 nm, shorter than the pores. That traction is 0.85 E', where linear elasticity has no authority. If the traction stayed at 1 GPa instead, a strip whose faces lost contact at 0.5 nm would absorb only 0.5 J/m². The remaining 4.0 J/m² would have to be dissipated outside the strip, which the Dugdale model excludes.

The stated toughness and strength therefore imply a nominal zone of about 19 nm, longer than pores of 1 to 3 nm. They do not establish that a bridged zone of this length exists in the film. That would require separate evidence for the traction and for the distance over which it acts. The numerical output below lists the values used.

Computed results

```
Toughness K: 0.220 MPa sqrt(m)
Cohesive strength S: 1.000 GPa
Young modulus, rough: 10.000 GPa
Poisson ratio, rough: 0.250 (dimensionless)
Plane-strain modulus: 10.667 GPa
Porosity, rough: 0.250 (dimensionless)
Film thickness, rough: 200.0 nm
(K/S)^2: 48.40 nm
Dugdale coefficient pi/8: 0.3927 (dimensionless)
Dugdale zone length: 19.01 nm
Fracture energy: 4.538 J/m^2
Critical opening: 4.538 nm
Pore 1 nm, zone/diameter: 19.01 (dimensionless)
Pore 1 nm, threshold strength: 4.36 GPa
Pore 2 nm, zone/diameter: 9.50 (dimensionless)
Pore 2 nm, threshold strength: 3.08 GPa
Pore 3 nm, zone/diameter: 6.34 (dimensionless)
Pore 3 nm, threshold strength: 2.52 GPa
Pore spacing for 2 nm pores: 2.56 nm
Pore spacings along zone: 7.43 (count)
Stress in zone at v=0.3, over S: 1.000000 (dimensionless)
Stress on free face at v=1.5, over S: 0.000000 (dimensionless, magnitude)
K recovered from far stress: 0.21999 MPa sqrt(m)
Finite crack half-length: 100.0 nm
Finite-crack zone length: 20.93 nm
Finite-crack change: 10.1 %
Finite-crack failure stress: 0.380 GPa
Linear-softening coefficient: 0.731 (dimensionless)
Linear-softening zone length: 35.4 nm
Linear-softening/Dugdale length: 1.86 (dimensionless)
Softening energy-balance ratio: 1.00001 (dimensionless)
Strain scale S/E_eff: 0.094 (dimensionless)
Opening/zone length: 0.239 (dimensionless)
Zone/half film thickness: 0.190 (dimensionless)
Zone at half driving energy: 9.50 nm
```
